# Photon Energy of the Photoionization Maximum for a Zero-Range Deep Level

**Problem.** A deep trap in a semiconductor holds one electron in a potential of vanishing range. Light of photon energy $h\nu$ lifts the electron into an empty conduction band. The optical ionization energy $E_i$ is the smallest photon energy that can do this with the lattice frozen. At what photon energy is the photoionization cross-section $\sigma(h\nu)$ largest, and how large is it there? Evaluate both for a model trap in SnO$_2$ with $E_i=0.90$ eV.

The band is parabolic and isotropic with mass $m$, the same in the bound and free states. The refractive index $n$ is constant, the field at the trap equals the average field in the crystal, and the emptied trap is neutral, so that it exerts no Coulomb force on the departing electron. Phonons are left out at first. The cross-section is the ionization rate divided by the photon flux.

## A tempting solution

Let $\hbar^2\kappa^2/2m=E_i$, and let $k$ be the wavenumber of the freed electron. Energy conservation gives

$$h\nu=E_i+\frac{\hbar^2k^2}{2m}=\frac{\hbar^2}{2m}(k^2+\kappa^2).$$

The dipole matrix element to a plane wave is proportional to $k/(k^2+\kappa^2)^2$, as derived below, and the density of final states is proportional to $k$. The golden rule multiplies the squared matrix element by the density of states, so it seems that

$$\sigma\propto\frac{k^3}{(k^2+\kappa^2)^4}\propto\frac{(h\nu-E_i)^{3/2}}{(h\nu)^4}.$$

Setting the logarithmic derivative to zero gives

$$\frac{3}{2(h\nu-E_i)}=\frac{4}{h\nu}\;\Rightarrow\;3h\nu=8h\nu-8E_i\;\Rightarrow\;h\nu=\tfrac85E_i,$$

which is 1.44 eV for the trap considered.

## Where it fails

The matrix element, the density of states and the differentiation are all correct. The fault is in calling the result a cross-section. The golden rule gives a rate for a given electric field amplitude, whereas a cross-section is a rate for a given number of photons. These differ by a factor that depends on $h\nu$.

Let the field be $F_0\cos\omega t$ along $z$, with $\hbar\omega=h\nu$. The perturbation is $eF_0z\cos\omega t$, and its absorbing half has amplitude $eF_0z/2$. The rate is

$$w=\frac{2\pi}{\hbar}\frac{e^2F_0^2}{4}\,S,\qquad S=\sum_f|\langle f|z|\psi\rangle|^2\,\delta(E_f+E_i-h\nu),$$

where $\psi$ is the bound state and $E_f$ is measured from the band edge. The energy flux is $\tfrac12n\epsilon_0cF_0^2$, so the photon flux is $\Phi=n\epsilon_0cF_0^2/(2h\nu)$. Dividing,

$$\sigma=\frac{w}{\Phi}=\frac{\pi e^2}{n\epsilon_0\hbar c}\,h\nu\,S=\frac{4\pi^2\alpha}{n}\,h\nu\,S,\tag{1}$$

because the fine-structure constant is $\alpha=e^2/(4\pi\epsilon_0\hbar c)$. The tempting solution dropped the factor $h\nu$. At fixed photon flux, more energetic photons carry a stronger field, and this moves the maximum upward. What was maximized is $\sigma/h\nu$, the response per unit energy flux.

## The right solution

**Bound state.** Away from the origin the electron is free, and the decaying s-wave solution is

$$\psi(r)=N\frac{e^{-\kappa r}}{r}.$$

Since $\nabla^2\psi=\kappa^2\psi$ for $r>0$, its energy is $-\hbar^2\kappa^2/2m=-E_i$. Normalization requires

$$1=4\pi N^2\int_0^\infty e^{-2\kappa r}\,dr=\frac{2\pi N^2}{\kappa}\;\Rightarrow\;N^2=\frac{\kappa}{2\pi}.$$

**Final state.** The function $z\psi$ has angular momentum $l=1$, so only the p-wave part of the final state contributes. A p wave vanishes at the origin and does not feel a zero-range centre. Its p-wave part is therefore that of a plane wave, and using plane waves costs no accuracy within this model.

**Matrix element.** The Fourier transform of $\psi$ is

$$\tilde\psi(k)=\int e^{-i\mathbf k\cdot\mathbf r}\psi\,d^3r=\frac{4\pi N}{k}\int_0^\infty e^{-\kappa r}\sin kr\,dr=\frac{4\pi N}{k^2+\kappa^2}.$$

A factor $z$ under the integral is produced by $i\,\partial/\partial k_z$, so

$$\int e^{-i\mathbf k\cdot\mathbf r}z\psi\,d^3r=i\frac{\partial\tilde\psi}{\partial k_z}=-\frac{8\pi iNk_z}{(k^2+\kappa^2)^2}.$$

With $64\pi^2N^2=32\pi\kappa$, the squared modulus is $32\pi\kappa k_z^2/(k^2+\kappa^2)^4$.

**Sum over final states.** The average of $k_z^2$ over directions is $k^2/3$. Light does not flip the spin here, so one spin state counts. The number of states per unit volume is $k^2dk/2\pi^2$, and $dk/dE=m/(\hbar^2k)$, which gives a density $mk/(2\pi^2\hbar^2)$. Hence

$$S=\frac{mk}{2\pi^2\hbar^2}\cdot\frac{32\pi\kappa k^2}{3(k^2+\kappa^2)^4}=\frac{16m\kappa k^3}{3\pi\hbar^2(k^2+\kappa^2)^4}.$$

In equation (1) the photon energy enters through $m\,h\nu/\hbar^2=(k^2+\kappa^2)/2$, which cancels one power of the denominator:

$$\sigma=\frac{32\pi\alpha}{3n}\frac{\kappa k^3}{(k^2+\kappa^2)^3}.$$

To return to energies, use $\kappa k^3=(2m/\hbar^2)^2E_i^{1/2}(h\nu-E_i)^{3/2}$ and $(k^2+\kappa^2)^3=(2m/\hbar^2)^3(h\nu)^3$. One factor $\hbar^2/2m$ survives:

$$\sigma(h\nu)=\frac{16\pi\alpha\hbar^2}{3nm}\,\frac{E_i^{1/2}(h\nu-E_i)^{3/2}}{(h\nu)^3},\qquad h\nu>E_i.\tag{2}$$

This is the Lucovsky cross-section. Below $E_i$ it is zero.

**Maximum.** Put $s=E_i/h\nu$, which runs from 1 at threshold to 0 at high energy. Then

$$\frac{E_i^{1/2}(h\nu-E_i)^{3/2}}{(h\nu)^3}=\frac{E_i^{1/2}(1-s)^{3/2}}{(h\nu)^{3/2}}=\frac{[s(1-s)]^{3/2}}{E_i}.$$

Because $s(1-s)=\tfrac14-(s-\tfrac12)^2$, the cross-section has one maximum, at $s=\tfrac12$:

$$h\nu_{\max}=2E_i.$$

There $[s(1-s)]^{3/2}=\tfrac18$, so

$$\sigma_{\max}=\frac{2\pi\alpha\hbar^2}{3nmE_i}=\frac{4\pi\alpha}{3n}\frac1{\kappa^2}.\tag{3}$$

At the maximum $k=\kappa$: the freed electron has kinetic energy $E_i$, and its wavenumber matches the inverse decay length of the state it left. The peak position contains neither $m$ nor $n$. The peak height is the square of the decay length times a small number set by $\alpha$ and $n$.

## Limits and a sum rule

Just above threshold $\sigma\propto(h\nu-E_i)^{3/2}$. One half power comes from the density of states and a full power from the p-wave matrix element, which vanishes as $k\to0$. Far above threshold $\sigma\propto(h\nu)^{-3/2}$, because the squared matrix element falls as $k^{-6}$, while the density of states grows as $k$ and the photon energy as $k^2$. The power law reflects the $1/r$ singularity of the zero-range state at the origin.

The prefactor can be checked through the area under the curve. With $s$ as variable, and then $s=\sin^2\theta$,

$$\int_{E_i}^\infty\frac{E_i^{1/2}(h\nu-E_i)^{3/2}}{(h\nu)^3}d(h\nu)=\int_0^1s^{-1/2}(1-s)^{3/2}ds=2\int_0^{\pi/2}\cos^4\theta\,d\theta=\frac{3\pi}{8},$$

so equation (2) has area $2\pi^2\alpha\hbar^2/(nm)$.

The same area follows from (1) without the matrix elements. The final p states are complete for the function $z\psi$, on which the Hamiltonian is purely kinetic. Therefore

$$\int h\nu\,S\,d(h\nu)=\frac{\hbar^2}{2m}\int|\nabla(z\psi)|^2d^3r+E_i\int z^2\psi^2d^3r.$$

Now $|\nabla(z\psi)|^2=\psi^2-z^2\psi\nabla^2\psi+\nabla\cdot(z^2\psi\nabla\psi)$. The divergence integrates to zero, since its flux vanishes both at infinity and through a small sphere around the origin. With $\nabla^2\psi=\kappa^2\psi$ the first term becomes $\frac{\hbar^2}{2m}-E_i\int z^2\psi^2d^3r$, and the sum is $\hbar^2/2m$. Multiplication by $4\pi^2\alpha/n$ reproduces the area.

## The trap in SnO$_2$

SnO$_2$ suits the model because its conduction band has a single s-like minimum at the zone centre and its gap leaves room for the peak. Rough typical values are $m=0.27\,m_e$, $n=1.9$ and a gap $E_g=3.6$ eV. The depth of 0.90 eV is a chosen value, not that of an identified defect. The trap lies in a depletion region, where the band is empty, and is negative when filled.

The peak is at $2\times0.90=1.80$ eV, a wavelength of 689 nm. The decay length is $1/\kappa=0.396$ nm, so equation (3) gives

$$\sigma_{\max}=\frac{4\pi(0.00730)}{3(1.9)}(0.396\ \text{nm})^2=2.5\times10^{-3}\ \text{nm}^2=2.5\times10^{-17}\ \text{cm}^2.$$

The maximum is broad. At 1.4 eV the cross-section is 0.88 of its peak value, at 2.2 eV 0.95 and at 2.7 eV 0.84. Half the peak value requires $s(1-s)=\tfrac14\,2^{-2/3}$, or $s=\tfrac12(1\pm0.608)$, which gives 1.12 and 4.60 eV. The upper point lies above the band gap, where absorption by the crystal itself intervenes.

A flat maximum is a poor place to measure $E_i$. Where equation (2) holds, $[\sigma(h\nu)^3]^{2/3}$, meaning $\sigma$ times the cube of the photon energy, all to the power $2/3$, is a straight line in $h\nu$ that meets the axis at $E_i$. It uses the steep part of the spectrum, though phonons blur the region next to threshold.

The distinction between photon flux and energy flux matters in such a measurement. If the lamp delivers equal power at every photon energy and the initial ionization rate is not divided by the photon flux, the recorded curve peaks at 1.44 eV. Conversely, reading a true cross-section peak at 1.80 eV as $\tfrac85E_i$ would give a depth of 1.125 eV, which is 25% too large.

## What the model leaves out

**Range of the potential.** Replace the zero-range centre by a square well whose depth is adjusted to keep $E_i$ fixed, and let the well scatter the outgoing p wave. The spectrum then comes from diagonalizing the p-wave Hamiltonian in a large sphere. For zero range this procedure puts the peak at $2.000E_i$, as it should. For wells of radius one quarter, one half and one decay length (0.099, 0.198 and 0.396 nm, rounded in the table) it gives:

| Well radius (nm) | Peak (eV) | Height relative to zero range |
|---|---|---|
| 0.10 | 1.80 | 1.30 |
| 0.20 | 1.83 | 1.76 |
| 0.40 | 1.80 | 4.3 |

The position moves by at most 2% among these three wells, while the height changes by a factor of up to 4.3. Radii between and beyond them show larger shifts. The peak rises to 1.89 eV near 0.32 nm, comes back through 1.80 eV at 0.40 nm and falls to about 1.5 eV at 0.50 nm, as the well comes closer to binding a p state. The small shift at 0.40 nm is thus a crossing, and no sign that the zero-range picture is good there. The well changes the strength of the bound tail, the interior wave function and the p-wave scattering together, and the calculation does not separate them.

**Band shape.** For a general isotropic band $\varepsilon(k)$, a state bound by a potential of very short range has $\tilde\psi\propto1/(\varepsilon+E_i)$ at wavenumbers well below the inverse range. Its derivative is proportional to $\varepsilon'/(\varepsilon+E_i)^2$, and the density of states to $k^2/\varepsilon'$. Together with the factor $h\nu=\varepsilon+E_i$ of equation (1),

$$\sigma\propto\frac{k^2\,\varepsilon'(k)}{(h\nu)^3}.$$

Take $\varepsilon(1+b\varepsilon)=\hbar^2k^2/2m$ with the two-band estimate $b=(1-0.27)^2/3.6\ \text{eV}=0.148$ eV$^{-1}$. The peak moves down to 1.76 eV, by 2%. This $b$ is only a guess, since the 3.6 eV gap of rutile SnO$_2$ is dipole-forbidden and the bands that shape the conduction band lie elsewhere. The sign of the shift also depends on $b$. The peak lies below $2E_i$ only for $b<1/(2E_i)=0.56$ eV$^{-1}$, and $b=0.8$ eV$^{-1}$ puts it at 1.86 eV. This counts only the dipole within one band. In a two-band crystal the bound and free states also contain some valence character, which in simple s–p band models lowers the peak by another 0.06 to 0.11 eV if the coupled bands are only 3.6 eV apart, and by less if they are further apart. Only the shape of the spectrum follows from the one-band argument. In this band $\varepsilon$ grows linearly at large $k$, so the bound state can be normalized only if the range is finite, and the height depends on that range.

**Anisotropic mass.** With masses $m_j$ along the axes, write $k_j=\sqrt{m_j}\,q_j$. The energy depends only on $|\mathbf q|$. The squared matrix element for light along $z$ contains $(k_z/m_z)^2=q_z^2/m_z$, and everything else is common to the three axes. The peak stays at $2E_i$, and the strength varies as $1/m_z$. For rough masses of 0.30 and 0.23 $m_e$ across and along the crystal axis, light polarized along the axis is absorbed 1.30 times as strongly, if $n$ is the same for both.

**Phonons.** Lattice vibrations spread the vertical ionization energy around $E_i$. For an assumed phonon energy of 0.050 eV and a mean of two phonons emitted, the standard deviation at 300 K is 0.082 eV. Averaging equation (2) over a Gaussian of this width leaves the peak at 1.800 eV. The reason is a cancellation. To second order in the width, the average adds to $\sigma$ a term proportional to

$$\frac{\partial^2}{\partial E_i^2}\frac{E_i^{1/2}(h\nu-E_i)^{3/2}}{(h\nu)^3}=\frac{2E_i^2-E_ih\nu-\tfrac14(h\nu)^2}{(h\nu)^3E_i^{3/2}(h\nu-E_i)^{1/2}}.$$

At $h\nu=2E_i$ its logarithmic derivative with respect to $h\nu$ is

$$-\frac{3}{2E_i}+\frac{-2E_i}{-E_i^2}-\frac1{2E_i}=0,$$

so the added term has no slope there and cannot shift the peak at this order. The threshold has no such protection: it acquires a tail below $E_i$. The cancellation also relies on the decay length of the bound state following the fluctuating depth, as equation (2) implies. If the bound state is held fixed instead, the peak moves up by about 0.01 eV.

**Refractive index.** Since $n$ rises with photon energy, $1/n$ favours the low side. A single-oscillator index with a resonance at an assumed 8 eV, set to 1.9 at 1.8 eV, puts the peak at 1.78 eV.

**Electric field.** At 0.10 MV/cm the field smears energies by about 0.024 eV, which matters near threshold but is small beside the width of the peak. Direct tunnelling from the bound level into the band carries a factor $e^{-303}$ and is negligible.

**Thermal emission.** A flux of $10^{16}$ photons/(cm$^2$ s) at 1.80 eV, or 2.9 mW/cm$^2$, empties the trap at $10^{16}\times2.5\times10^{-17}=0.25$ s$^{-1}$. Lattice relaxation lowers the thermal depth to about 0.80 eV. By detailed balance the thermal emission rate is the capture cross-section times the mean thermal speed, the effective density of states of the band and the Boltzmann factor of the thermal depth. A further factor of one half, from the two spin states of the filled trap, is left out of this rough estimate. With an assumed capture cross-section of $10^{-15}$ cm$^2$, thermal emission at 300 K is then about 0.003 s$^{-1}$, some hundred times slower. This ratio depends exponentially on the thermal depth. The assumed capture cross-section is generous: capture would have to emit 16 phonons of 0.050 eV, which is very improbable when the mean number is two, so with that coupling thermal emission would be slower still.

**The valence band.** Light can also lift a valence electron into the emptied trap. With the lattice frozen and relaxation ignored, this starts at $E_g-E_i=2.70$ eV. The peak lies below that onset if $2E_i<E_g-E_i$, that is, if $E_i<E_g/3=1.20$ eV. A deeper trap would have its maximum in a region where both processes act.

## How far to trust the numbers for a real film

The host parameters are ordinary for SnO$_2$, but a decay length of 0.4 nm is comparable with the spacing of the atoms, and an effective mass is then a marginal description of the bound state. Real defects also have potentials of finite range. For the assumed $b$ and oscillator, band shape and index move the peak down by 0.04 and 0.02 eV, and valence character in the states may lower it by roughly another 0.1 eV. In the square-well model, range moves it up by as much as 0.09 eV for radii up to the decay length, and down by almost 0.3 eV at 0.50 nm. Against these effects the estimate of 1.8 eV is therefore good to about two tenths of an electronvolt, provided that the potential is as compact as a square well of radius $1/\kappa$, with a root-mean-square radius no larger than about 0.3 nm. Potentials with longer tails fail this test. A Gaussian well $e^{-r^2/a^2}$ with $a=1/\kappa$ peaks at 1.47 eV, a screened potential $e^{-r/a}/r$ with $a=1/\kappa$ at 1.39 eV, and an exponential well $e^{-r/a}$ with $a=1/(2\kappa)$ at 1.37 eV. The estimate is thus one for a compact centre. Even then the cross-section of $2.5\times10^{-17}$ cm$^2$ is only an order of magnitude.

Two other departures change the spectrum itself and are not covered by that estimate. If the emptied centre is positively charged, as for a donor, its Coulomb attraction acts on the outgoing p wave and the plane wave is no longer justified. If the bound state is p-like, the light can reach s waves, whose matrix element need not vanish at $k=0$. The cross-section then starts as $(h\nu-E_i)^{1/2}$, and equation (2) does not apply. The factor of two is thus a property of an s-like state in a short-range, neutral-core trap. A threshold power of $3/2$ is consistent with such a level but does not prove that the range is short: a p wave leaving a wider neutral well starts with the same power, even when the peak has moved away from $2E_i$. The numerical output lists the host parameters and the main results.

## Values computed for the example and the checks

```
optical ionization energy: 0.90 eV
band mass: 0.27 m_e; refractive index: 1.90
band gap: 3.60 eV; temperature: 300 K
bound-state decay length 1/kappa: 0.396 nm
peak photon energy, quadrature: 1.8000 eV
peak / ionization energy: 2.0000
peak wavelength: 688.8 nm
peak cross-section: 2.522e-17 cm2
sigma/sigma_max at 1.0 eV: 0.2160
sigma/sigma_max at 1.4 eV: 0.8801
sigma/sigma_max at 1.8 eV: 1.0000
sigma/sigma_max at 2.2 eV: 0.9508
sigma/sigma_max at 2.7 eV: 0.8381
half-maximum energies: 1.119, 4.595 eV
threshold power from quadrature: 1.4995
integral / one-electron sum rule: 1.000000
peak of sigma/hv: 1.4400 eV
sphere, zero range: peak at 2.0004 Ei
well radius 0.099 nm: peak 2.005 Ei = 1.804 eV, height ratio 1.298
well radius 0.198 nm: peak 2.037 Ei = 1.833 eV, height ratio 1.761
well radius 0.396 nm: peak 2.002 Ei = 1.802 eV, height ratio 4.345
non-parabolicity: 0.148 1/eV; peak 1.7606 eV
masses perp, par: 0.30, 0.23 m_e
strength ratio par/perp: 1.304
phonon energy: 0.050 eV; S = 2.0
lattice relaxation energy: 0.100 eV
phonon width (std. dev.): 0.0818 eV
peak with phonon broadening: 1.8000 eV
index oscillator energy: 8.0 eV
peak with index dispersion: 1.7780 eV
electric field: 0.10 MV/cm
field smearing energy: 0.0242 eV
tunnelling exponent: 303.1
valence-to-trap onset: 2.70 eV
largest Ei with visible peak: 1.20 eV
photon flux: 1.0e+16 1/(cm2 s)
light intensity at peak: 2.884 mW/cm2
photoemission rate at peak: 2.522e-01 1/s
assumed capture cross-section: 1.0e-15 cm2
mean thermal speed: 2.071e+07 cm/s
band density of states: 3.521e+18 1/cm3
thermal emission rate: 2.651e-03 1/s
photo/thermal rate ratio: 95.2
```
